\section*{Magnetic-dipole decay 2s to 1s: vanishing Pauli amplitude and relativistic rate}

\section{Problem}

One electron is bound to a point nucleus of charge $Z$ and infinite mass, $V=-Z/r$. It obeys the Dirac equation and emits one photon at tree level, so the anomalous moment, recoil and hyperfine mixing are left out. Hartree atomic units are used, with $c=1/\alpha$ and Gaussian fields. Label 1 means $1s$ and label 2 means $2s$; $\omega$ is the photon energy and $k=\omega/c$.

(a) Show that the nonrelativistic amplitude for $2s\to1s+\gamma$ vanishes at long wavelength, and state what is left of it at finite $k$.
(b) Find the rate, summed over final spin, polarization and direction, to leading order in $Z\alpha$.
(c) Evaluate it for hydrogen and measure the neglected terms.

\section{Estimate by scaling}

For charge $-1$ the Hamiltonian is $c\,\boldsymbol\alpha\cdot(\mathbf p+\mathbf A/c)+\beta c^2+V$, so the coupling is $\boldsymbol\alpha\cdot\mathbf A$. A mode in a volume $\mathcal V$ is $\mathbf A=N\mathbf e\,(a\,e^{i\mathbf k\cdot\mathbf r}+a^\dagger e^{-i\mathbf k\cdot\mathbf r})$ with real $\mathbf e\perp\mathbf k$. For a classical amplitude $|a|=1$ the field is $2N\cos(\mathbf k\cdot\mathbf r-\omega t)$; $E$ and $B$ both have mean square $2N^2\omega^2/c^2$, and the energy $\frac{1}{8\pi}\int(E^2+B^2)$ is $\mathcal V N^2\omega^2/(2\pi c^2)$. Setting this equal to $\omega$ gives $N^2=2\pi c^2/(\omega\mathcal V)$. The golden rule with $\mathcal V\omega^2\,d\omega\,d\Omega/(2\pi c)^3$ modes per polarization gives
\begin{equation}
d\Gamma=2\pi N^2|M|^2\frac{\mathcal V\omega^2 d\Omega}{(2\pi c)^3}=\frac{\alpha\omega}{2\pi}|M|^2d\Omega,\qquad M=\langle1|\boldsymbol\alpha\cdot\mathbf e\,e^{-i\mathbf k\cdot\mathbf r}|2\rangle .
\label{golden}
\end{equation}
A spin moment $\boldsymbol\sigma/(2c)$ in the field $B\sim kN$ has $|M|\sim kS/(2c)$, where $S$ is a spatial overlap. Two polarizations and the solid angle $4\pi$ give
\begin{equation}
\Gamma\approx\frac{\alpha\omega}{2\pi}\,8\pi\,\frac{k^2S^2}{4c^2}=\alpha^5\omega^3S^2 .
\label{estimate}
\end{equation}
The plain overlap of $1s$ and $2s$ is zero, so $S$ must come from small corrections. With $r\sim1/Z$, $p\sim Z$ and $\omega\sim Z^2$, two are available: retardation, $(kr)^2\sim(Z\alpha)^2$, and relativistic motion, $(p/c)^2\sim(Z\alpha)^2$. They are of the same order, and scaling cannot separate them. Taking $S=(Z\alpha)^2$ and $\omega=3Z^2/8$,
\begin{equation}
\Gamma_{\rm est}=\frac{27}{512}\,\alpha^9Z^{10}.
\end{equation}
For hydrogen $\alpha^9=5.868\times10^{-20}$, and one atomic unit of rate is $4.134\times10^{16}\ \mathrm{s^{-1}}$; their product times $27/512$ is about $1.3\times10^{-4}\ \mathrm{s^{-1}}$.

\section{Solution}

\subsection{The nonrelativistic amplitude}

One angular average is used throughout. The average of $e^{-i\mathbf k\cdot\mathbf r}$ over $\hat{\mathbf r}$ is $j_0(kr)=\sin kr/(kr)$. Its gradient with respect to $\mathbf k$ is the average of $-i\mathbf r\,e^{-i\mathbf k\cdot\mathbf r}$ on one side and $\hat{\mathbf k}\,r\,j_0'=-\hat{\mathbf k}\,r\,j_1$ on the other, so
\begin{equation}
\overline{\hat{\mathbf r}\,e^{-i\mathbf k\cdot\mathbf r}}=-i\,\hat{\mathbf k}\,j_1(kr).
\label{average}
\end{equation}
The Pauli coupling linear in the field is $\mathbf A\cdot\mathbf p/c+\boldsymbol\sigma\cdot\mathbf B/(2c)$, and the emission part of $\mathbf B=\nabla\times\mathbf A$ is $-iN\,\mathbf k\times\mathbf e\,e^{-i\mathbf k\cdot\mathbf r}$. For states $g(r)\chi/\sqrt{4\pi}$ with real $g$,
\begin{equation}
M_P=\frac1c\,\chi_1^\dagger\chi_2\,\langle1|e^{-i\mathbf k\cdot\mathbf r}\mathbf e\cdot\mathbf p|2\rangle-\frac{i}{2c}\,\chi_1^\dagger\boldsymbol\sigma\cdot(\mathbf k\times\mathbf e)\chi_2\,\langle1|j_0(kr)|2\rangle .
\label{pauli}
\end{equation}
In the orbital term $\mathbf p\,g_2=-i\hat{\mathbf r}g_2'$, so by \eqref{average} it is proportional to $\mathbf e\cdot\hat{\mathbf k}=0$ for every $k$. In the spin term $j_0=1-(kr)^2/6+\dots$, and the leading part is $\langle1|2\rangle=0$, because the two states belong to different eigenvalues of one Hermitian Hamiltonian. This is the vanishing asked for in (a): the moment $-(\mathbf L+\boldsymbol\sigma)/(2c)$ does not act on the radial function. With $\mathbf k\times\mathbf e=-k\,\mathbf e\times\hat{\mathbf k}$, what is left at finite $k$ is $M_P=-i\chi_1^\dagger\boldsymbol\sigma\cdot(\mathbf e\times\hat{\mathbf k})\chi_2\,R_P$ with
\begin{equation}
R_P=-\frac{k}{2c}\langle1|j_0(kr)|2\rangle=\frac{k^3}{12c}\langle r^2\rangle+\dots,\qquad\langle r^2\rangle\equiv\langle1|r^2|2\rangle .
\label{RP}
\end{equation}
This is of order $(Z\alpha)^4$, the same order as the relativistic corrections, so it is not the answer by itself.

\subsection{Radial Dirac equations and the angular reduction}

With $\varepsilon=E-c^2$, upper component $\varphi$ and lower component $\eta$, the Dirac equation reads $(\varepsilon-V)\varphi=c\,\boldsymbol\sigma\cdot\mathbf p\,\eta$ and $(2c^2+\varepsilon-V)\eta=c\,\boldsymbol\sigma\cdot\mathbf p\,\varphi$. For $\varphi=g\chi/\sqrt{4\pi}$ one has $\boldsymbol\sigma\cdot\mathbf p\,g\chi=-ig'\,\boldsymbol\sigma\cdot\hat{\mathbf r}\chi$, so $\eta=-if\,\boldsymbol\sigma\cdot\hat{\mathbf r}\chi/\sqrt{4\pi}$ with $(2c^2+\varepsilon-V)f=cg'$. The identity $(\boldsymbol\sigma\cdot\mathbf a)(\boldsymbol\sigma\cdot\mathbf b)=\mathbf a\cdot\mathbf b+i\boldsymbol\sigma\cdot(\mathbf a\times\mathbf b)$ and $\nabla\times(f\hat{\mathbf r})=0$ give $\boldsymbol\sigma\cdot\mathbf p\,(-if\,\boldsymbol\sigma\cdot\hat{\mathbf r}\chi)=-\nabla\cdot(f\hat{\mathbf r})\chi=-(f'+2f/r)\chi$. For $G=rg$, $F=rf$ and $T=(\varepsilon-V)/c$, since $G'-G/r=rg'$ and $F'+F/r=r(f'+2f/r)$,
\begin{equation}
G'-\frac Gr=(2c+T)F,\qquad F'+\frac Fr=-TG,
\label{radial}
\end{equation}
with the norm $\int(G^2+F^2)\,dr=1$.

The matrix $\boldsymbol\alpha$ is off-diagonal, so the integrand of $M$ contains $\varphi_1^\dagger\boldsymbol\sigma\cdot\mathbf e\,\eta_2+\eta_1^\dagger\boldsymbol\sigma\cdot\mathbf e\,\varphi_2$. Between $\chi_1^\dagger$ and $\chi_2$, and apart from $1/4\pi$, this is
\begin{align}
&-ig_1f_2\,[\mathbf e\cdot\hat{\mathbf r}+i\boldsymbol\sigma\cdot(\mathbf e\times\hat{\mathbf r})]+if_1g_2\,[\mathbf e\cdot\hat{\mathbf r}-i\boldsymbol\sigma\cdot(\mathbf e\times\hat{\mathbf r})]\nonumber\\
&\quad=i(f_1g_2-g_1f_2)\,\mathbf e\cdot\hat{\mathbf r}+(g_1f_2+f_1g_2)\,\boldsymbol\sigma\cdot(\mathbf e\times\hat{\mathbf r}).
\end{align}
The average \eqref{average} replaces $\hat{\mathbf r}$ by $-i\hat{\mathbf k}j_1$, which removes the first term by transversality and leaves
\begin{equation}
M=-i\,\chi_1^\dagger\boldsymbol\sigma\cdot(\mathbf e\times\hat{\mathbf k})\chi_2\,R,\qquad R=\int_0^\infty(G_1F_2+F_1G_2)\,j_1(kr)\,dr .
\label{R}
\end{equation}
The spin structure is that of \eqref{pauli}, a magnetic dipole. For the unit vector $\mathbf n=\mathbf e\times\hat{\mathbf k}$ the sum over final spins is $\chi_2^\dagger(\boldsymbol\sigma\cdot\mathbf n)^2\chi_2=1$. Two polarizations and $\int d\Omega=4\pi$ in \eqref{golden} give, with no expansion in $Z\alpha$,
\begin{equation}
\Gamma=4\alpha\omega R^2 .
\label{rate}
\end{equation}
For unchanged spin projection the polarization sum is $\sum n_z^2=1-\hat k_z^2$, because the two vectors $\mathbf n$ and $\hat{\mathbf k}$ are orthonormal; its angular average $2/3$ out of the total 2 means that one third of the decays keep the projection and two thirds flip it. The numerical check reproduces \eqref{rate} at $Z=50$ by three-dimensional quadrature of $M$ with four-component spinors: both routes give $6.84624144\times10^{-6}$ a.u.

Inserting $F=rg'/(2c)$ with Schr\"odinger $g$ into \eqref{R} gives $\frac1{2c}\int(g_1g_2)'r^2j_1\,dr$. Integration by parts with $(x^2j_1)'=x^2j_0$ turns this into $R_P$ of \eqref{RP}, sign included. The two signs are therefore directly comparable.

\subsection{An identity that removes the cancelling term}

Expand $j_1(x)=x/3-x^3/30+\dots$. The first term is $kI/3$ with $I=\int r(G_1F_2+F_1G_2)\,dr$. Its integrand is of order $1/c$, but that order integrates to the vanishing overlap, and $I$ is needed two orders further. An exact rearrangement avoids correcting the wave functions. From \eqref{radial},
\begin{align}
(G_1G_2)'&=\frac{2G_1G_2}{r}+(2c+T_1)F_1G_2+(2c+T_2)G_1F_2,\\
(F_1F_2)'&=-\frac{2F_1F_2}{r}-T_1G_1F_2-T_2F_1G_2 .
\end{align}
Multiply both by $r$ and integrate. On the left $\int r\,u'\,dr=-\int u\,dr$, since $ru$ vanishes at both ends for bound states. Collecting terms,
\begin{align}
2cI&=-3\!\int\! G_1G_2\,dr-\!\int\! r\,(T_1F_1G_2+T_2G_1F_2)\,dr,\label{GG}\\
\int\! F_1F_2\,dr&=-\!\int\! r\,(T_1G_1F_2+T_2F_1G_2)\,dr .\label{FF}
\end{align}
The potential cancels in $T_2-T_1=\omega/c=k$. Writing $T_1=T_2-k$ in front of $F_1G_2$ and $T_2=T_1+k$ in front of $G_1F_2$, the last integral of \eqref{GG} equals $-\int F_1F_2\,dr+kJ$ by \eqref{FF}, where $J=\int r(G_1F_2-F_1G_2)\,dr$. Orthogonality of the Dirac states gives $\int G_1G_2\,dr=-\int F_1F_2\,dr$. Hence
\begin{equation}
2cI=4\int F_1F_2\,dr-kJ .
\label{identity}
\end{equation}
This holds for any central $V$ that enters both equations \eqref{radial} through the same $T$, as an electrostatic potential does. Both terms on the right are explicitly of order $1/c^2$.

\subsection{Leading order}

Now $R=A+B+C+\dots$ with
\begin{equation}
A=\frac{2k}{3c}\!\int\! F_1F_2\,dr,\quad B=-\frac{k^2}{6c}J,\quad C=-\frac{k^3}{30}\!\int\! r^3(G_1F_2+F_1G_2)\,dr .
\end{equation}
Each may be evaluated with Schr\"odinger functions and $F=rg'/(2c)$. That step drops $T/2c$, of order $(Z\alpha)^2$ at $r\sim1/Z$; it fails for $r\lesssim Z\alpha^2$, a region whose share of these integrals scales as the cube of $(Z\alpha)^2$ or less. The next term of $j_1$ is smaller than $C$ by $(kr)^2\sim(Z\alpha)^2$.

For $A$: integration by parts gives $\langle p^2\rangle\equiv\langle1|p^2|2\rangle=\int g_1'g_2'r^2dr$, so $\int F_1F_2\,dr=\langle p^2\rangle/(4c^2)$ and $A=k\langle p^2\rangle/(6c^3)$.

For $B$: $J=\frac1{2c}\int r^3(g_1g_2'-g_1'g_2)\,dr$. Let $X=\int r^3g_1g_2'\,dr=\langle1|r\partial_r|2\rangle$. Since $\int r^3(g_1g_2)'dr=-3\langle1|2\rangle=0$, one has $\int r^3g_1'g_2\,dr=-X$ and $J=X/c$. From $\nabla^2(r^2\psi)=6\psi+4r\partial_r\psi+r^2\nabla^2\psi$ follows $[H,r^2]=-(3+2r\partial_r)$ for $H=p^2/2+V$. Its matrix element is $(\varepsilon_1-\varepsilon_2)\langle r^2\rangle=-\omega\langle r^2\rangle$ on the left and $-2X$ on the right. So $X=\omega\langle r^2\rangle/2$, $J=k\langle r^2\rangle/2$ and $B=-k^3\langle r^2\rangle/(12c)$.

For $C$: $\frac1{2c}\int r^5(g_1g_2)'dr=-\frac5{2c}\langle r^2\rangle$, so $C=+k^3\langle r^2\rangle/(12c)$, which is the retarded Pauli term \eqref{RP}.

Thus $B+C=0$ at this order, and $\langle1|H|2\rangle=0$ gives $\langle p^2\rangle=-2\langle1|V|2\rangle$:
\begin{equation}
R=\frac{\omega\langle p^2\rangle}{6c^4}=-\frac{\omega\,\langle1|V|2\rangle}{3c^4}.
\label{leading}
\end{equation}
In this grouping the retardation of the spin coupling, $C$, is cancelled by the relativistic term $B$, and what remains depends only on $\langle p^2\rangle$. The grouping is not unique. Since $[H,r\partial_r]=p^2-rV'$, a second commutator gives $\omega^2\langle r^2\rangle=-2\langle p^2\rangle+2\langle1|rV'|2\rangle$, so $A+B=k\,(2\langle p^2\rangle-\langle1|rV'|2\rangle)/(6c^3)$. The same $R$ can therefore be written as the retardation term plus a kinetic and a potential correction to the moment; only the sum has meaning. No property of the Coulomb field was used beyond the validity of the $1/c$ expansion.

\subsection{Coulomb integrals and the rate}

For $Z=1$, $g_1=2e^{-r}$ and $g_2=(1-r/2)e^{-r/2}/\sqrt2$, so $g_1g_2=\sqrt2(1-r/2)e^{-3r/2}$. With $\int r^ne^{-3r/2}dr=n!\,(2/3)^{n+1}$,
\begin{align}
\langle1|2\rangle&=\sqrt2\Big[\frac{16}{27}-\frac12\cdot\frac{96}{81}\Big]=0,\\
\langle1|r^{-1}|2\rangle&=\sqrt2\Big[\frac49-\frac12\cdot\frac{16}{27}\Big]=\frac{4\sqrt2}{27},\\
\langle r^2\rangle&=\sqrt2\Big[\frac{768}{243}-\frac12\cdot\frac{7680}{729}\Big]=-\frac{512\sqrt2}{243}.
\end{align}
Lengths scale as $1/Z$, so $\langle p^2\rangle=2Z\langle r^{-1}\rangle=8\sqrt2Z^2/27$, $\langle r^2\rangle\propto Z^{-2}$, and $\omega=Z^2(\frac12-\frac18)=3Z^2/8$. In units of $(Z\alpha)^4$,
\begin{equation}
A=\frac16\cdot\frac38\cdot\frac{8\sqrt2}{27}=\frac{\sqrt2}{54},\qquad C=-B=-\frac1{12}\cdot\frac{27}{512}\cdot\frac{512\sqrt2}{243}=-\frac{\sqrt2}{108}.
\end{equation}
Then $R^2=2(Z\alpha)^8/2916=(Z\alpha)^8/1458$, and \eqref{rate} gives
\begin{equation}
\Gamma=4\alpha\cdot\frac{3Z^2}{8}\cdot\frac{(Z\alpha)^8}{1458}=\frac{\alpha^9Z^{10}}{972}\quad\text{(atomic units)}.
\label{final}
\end{equation}
The atomic unit of rate is $\alpha^2mc^2/\hbar$, so in other units $\Gamma=(mc^2/\hbar)\,\alpha\,(Z\alpha)^{10}/972$, with eleven powers of $\alpha$. Here $mc^2/\hbar=7.763\times10^{20}\ \mathrm{s^{-1}}$.

For hydrogen, $5.867971\times10^{-20}/972=6.0370\times10^{-23}$ a.u., and
\begin{equation}
\Gamma=6.0370\times10^{-23}\times4.1341\times10^{16}\ \mathrm{s^{-1}}=2.4958\times10^{-6}\ \mathrm{s^{-1}}
\end{equation}
at leading order in $Z\alpha$ (the full Dirac value of this model, found below, differs in the last digit), for a photon of $10.2$ eV. The inverse, $4.01\times10^5$ s or $4.6$ days, is a partial lifetime: the $2s$ level of hydrogen empties by two-photon emission at a rough rate of $8\ \mathrm{s^{-1}}$.

\subsection{Dirac--Coulomb functions and the neglected terms}

Put $W=E/c^2$, so $T=c(W-1)+Z\alpha/r$, and try $G=r^\gamma e^{-\lambda r}(a_0+a_1r)$, $F=r^\gamma e^{-\lambda r}(b_0+b_1r)$ in \eqref{radial}. The powers $r^{\gamma-1}$ give $(\gamma-1)a_0=Z\alpha b_0$ and $(\gamma+1)b_0=-Z\alpha a_0$, hence $\gamma=\sqrt{1-(Z\alpha)^2}$ for the solution with $G$ and $F$ vanishing at the origin, and $b_0=-Z\alpha a_0/(1+\gamma)$. The powers $r^{\gamma+1}$ give $-\lambda a_1=c(1+W)b_1$ and $-\lambda b_1=c(1-W)a_1$, hence $\lambda=c\sqrt{1-W^2}$ and $b_1=-a_1/\mu$ with $\mu=\sqrt{(1+W)/(1-W)}$. The powers $r^\gamma$ give
\begin{align}
\gamma a_1-\lambda a_0&=c(1+W)b_0+Z\alpha b_1,\\
(\gamma+2)b_1-\lambda b_0&=c(1-W)a_0-Z\alpha a_1 .
\end{align}
Multiply the second by $\mu$, use $\mu\lambda=c(1+W)$, $\mu c(1-W)=\lambda$ and $\mu b_1=-a_1$, and let $Y=\lambda a_0+c(1+W)b_0$. The pair becomes $(\gamma+Z\alpha/\mu)a_1=Y$ and $(Z\alpha\mu-\gamma-2)a_1=Y$. For $2s$, $a_1\neq0$ requires $Z\alpha(\mu-1/\mu)=2\gamma+2$. Since $\mu-1/\mu=2W/\sqrt{1-W^2}$ and $(Z\alpha)^2=1-\gamma^2$, this is $W^2/(1-W^2)=(1+\gamma)/(1-\gamma)$, or $W_2=\sqrt{(1+\gamma)/2}$. For $1s$, $a_1=b_1=0$; the pair then gives $\lambda=c\sqrt{1-W^2}$ and $Y=0$, that is $\mu=(1+\gamma)/(Z\alpha)$, so $\mu^2=(1+\gamma)/(1-\gamma)$, $W_1=\gamma$ and $\lambda_1=Z$. Every term of the series of $j_1$ in \eqref{R} is then a sum of gamma functions, and the series converges because $k<\lambda_1+\lambda_2$.

For hydrogen these functions give $A$, $B$, $C=0.0261898$, $0.0130948$, $-0.0130950$ in units of $\alpha^4$, against the limits $0.0261891$, $0.0130946$, $-0.0130946$. With $\omega=0.3750046$ hartree and $R=7.42664\times10^{-11}$, the rate is $4\times7.29735\times10^{-3}\times0.3750046\times(7.42664\times10^{-11})^2=6.0374\times10^{-23}$ a.u., or $2.4959\times10^{-6}\ \mathrm{s^{-1}}$. With $\rho$ the ratio of the Dirac rate to \eqref{final}:
\begin{center}
\begin{tabular}{rlll}
$Z$ & Dirac rate ($\mathrm{s^{-1}}$) & $\rho$ & $(\rho-1)/(Z\alpha)^2$\\
1 & $2.4959\times10^{-6}$ & 1.000057 & 1.068\\
2 & $2.5563\times10^{-3}$ & 1.000227 & 1.068\\
10 & $2.5100\times10^{4}$ & 1.0057 & 1.073\\
26 & $3.663\times10^{8}$ & 1.040 & 1.103\\
50 & $2.830\times10^{11}$ & 1.161 & 1.211
\end{tabular}
\end{center}
The last column is steady at small $Z$, so the first neglected term is numerically about $1.07\,(Z\alpha)^2$ relative to \eqref{final}. The Dirac rate exceeds the leading one by 4\% at $Z=26$ and by 16\% at $Z=50$, where \eqref{rate} must be used with the full $R$. The table is for a point nucleus; a uniformly charged nucleus of radius $6.0$ fm lowers the $Z=50$ rate by $0.05\%$, to $2.829\times10^{11}\ \mathrm{s^{-1}}$.

\section{Comparison}

The estimate has the right powers, $\alpha^9Z^{10}$, and too large a coefficient. Equation \eqref{estimate} is \eqref{rate} with $R=kS/(2c)$ in magnitude, so the effective overlap is
\begin{equation}
S=\frac{2cR}{k}=\frac{\langle p^2\rangle}{3c^2}=\frac{8\sqrt2}{81}(Z\alpha)^2 .
\end{equation}
Its square supplies the missing factor: $\frac{27}{512}\cdot\frac{128}{6561}=\frac1{972}$. The estimate is high by $6561/128$, about 51, of which a factor 9 comes from the $1/3$ in $S$ and the rest from the off-diagonal element $\langle p^2\rangle=0.419\,Z^2$ being below $Z^2$.

The estimate also treated retardation and relativistic motion as equal partners. They are of equal order, but in the sum $A+B+C$ the retardation term $C$ is cancelled by $B$. Kept alone it gives, for hydrogen, $R_P=-0.0130944\,\alpha^4$ against $R=+0.0261897\,\alpha^4$: the wrong sign, half the size, and a rate of $6.24\times10^{-7}\ \mathrm{s^{-1}}$, which is $0.25$ of the true one.

That ratio is particular to the Coulomb field; from \eqref{RP} and \eqref{leading}, $R_P/R=\omega^2\langle r^2\rangle/(2\langle p^2\rangle)$ at leading order. For the model well $V=-12\,e^{-r^2/4}$ hartree, with $r$ in bohr, the Schr\"odinger values are $\omega=3.8899$ hartree, $\langle p^2\rangle=2.6437\ \mathrm{bohr^{-2}}$ and $\langle r^2\rangle=-0.5987\ \mathrm{bohr^2}$, so $R_P/R=3.8899^2\times(-0.5987)/(2\times2.6437)=-1.71$. Solving \eqref{radial} numerically for this well with model values $c=50$ and $c=100$, the full $R$ divided by \eqref{leading} is $0.997245$ and $0.999310$. The deviation from 1 falls fourfold, as a $1/c^2$ correction should, and the extrapolation $(4\times0.999310-0.997245)/3$ is $0.999998$. The cancellation of $B$ and $C$ is thereby tested on a case where either term alone is larger than the result.

\section*{Computed results}
\begin{verbatim}
alpha = 7.2973525643e-03, c = 137.035999 a.u.
1/(atomic unit of time) = 4.134137e+16 1/s; m c^2/hbar = 7.763441e+20 1/s
box mode sum / (4 alpha w R^2): spin kept 0.33333333, flipped 0.66666667
H: <1|2> = 0, w_NR = 3/8 hartree
H Schroedinger <1|1/r|2> = 4*sqrt(2)/27 = 0.2095131 1/bohr
H Schroedinger <1|p^2|2> = 8*sqrt(2)/27 = 0.4190262 1/bohr^2
H Schroedinger <1|r^2|2> = -512*sqrt(2)/243 = -2.9797422 bohr^2
H Schroedinger <1|r d/dr|2> = -32*sqrt(2)/81 = -0.5587017 
H Schroedinger A/alpha^4 = sqrt(2)/54 = 0.0261891 
H Schroedinger B/alpha^4 = sqrt(2)/108 = 0.0130946 
H Schroedinger C/alpha^4 = -sqrt(2)/108 = -0.0130946 
rate coefficient of alpha^9 Z^10 = 1/972; alpha^9 = 5.867971e-20
H Dirac w = 0.375004576 hartree = 10.20439 eV, k = 2.736541e-03 1/bohr
H Dirac A, B, C / alpha^4 = 0.0261898, 0.0130948, -0.0130950
H Dirac R = 7.426638e-11, R/alpha^4 = 0.0261897
H Pauli <j0> = 3.718915e-06, R_P/alpha^4 = -0.0130944
H (R_P/R)^2 = 0.24998, Pauli-only rate = 6.2393e-07 1/s
H leading rate = 6.037007e-23 a.u. = 2.495782e-06 1/s
H Dirac rate = 6.037351e-23 a.u. = 2.495924e-06 1/s
H partial lifetime = 4.0068e+05 s = 4.637 days
misreading (m c^2/hbar) alpha^9/972 = 4.6868e-02 1/s
Z, w (hartree), R, leading rate (1/s), Dirac rate (1/s), ratio, (ratio-1)/(Z alpha)^2
1 0.37500 7.42664e-11 2.49578e-06 2.49592e-06 1.000057 1.0678
2 1.50007 1.18834e-09 2.55568e-03 2.55626e-03 1.000227 1.0680
10 37.54588 7.44310e-07 2.49578e+04 2.51004e+04 1.005713 1.0729
26 255.62888 3.44602e-05 3.52322e+08 3.66315e+08 1.039717 1.1033
50 968.13135 4.92205e-04 2.43729e+11 2.83033e+11 1.161263 1.2113
Z=50 3D quadrature rate = 6.84624144e-06 a.u., radial formula = 6.84624144e-06 a.u.
Z=50 3D spin-kept fraction = 0.33333333
orbital term, transverse/longitudinal = 3.3e-15
well V0 = 12.0 hartree, a = 2.0 bohr: eps1 = -8.565493, eps2 = -4.675579, w = 3.889914 hartree
well <p^2> = 2.643675 1/bohr^2, <r^2> = -0.598721 bohr^2
well R/(w<p^2>/6c^4): c=50 0.997245, c=100 0.999310, extrapolated 0.999998
well leading R_P/R = -1.7134
\end{verbatim}
